# Temperature floor of an ideal atmospheric-window emitter

A plate at 300 K that radiates through the atmospheric window may lose a net 123 W/m². If this initial cooling power is treated as a property of the plate, a heat capacity of 2000 J/(m² K) gives a cooling time to absolute zero of $2000\times300/123=4.9\times10^3$ s, about 81 minutes. The estimate fails because the plate's emission falls as it cools, while the radiation arriving from the sky does not. Cooling stops where the two are equal, and the equality must be taken over the wavelengths at which the plate exchanges radiation.

Let a flat, opaque plate at uniform temperature $T$ face the whole sky hemisphere. Its emissivity is 1 for $\lambda_1<\lambda<\lambda_2$ and 0 at all other wavelengths. Its back is adiabatic, and it receives no sunlight and no heat by conduction or convection. Its heat capacity per area, $C$, and the sky are constant in time. By Kirchhoff's law the absorptivity equals the emissivity in each direction and at each wavelength, so the plate absorbs all in-band radiation and reflects the rest. Out-of-band sky radiation, however strong, drops out of the energy balance.

The in-band emission follows from the Planck radiance

$$B(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^x-1},\qquad x=\frac{a}{T},\qquad a=\frac{hc}{\lambda k}.$$

With $\mu$ the cosine of the zenith angle, the projected solid angle of the hemisphere is $2\pi\int_0^1\mu\,d\mu=\pi$. The emitted flux $P$ and the absorbed downwelling flux $D$ are therefore

$$P(T)=\int_{\lambda_1}^{\lambda_2}\pi B(\lambda,T)\,d\lambda,\qquad
D=\int_{\lambda_1}^{\lambda_2}\!d\lambda\int I_{\rm sky}\,\mu\,d\Omega ,$$

and energy conservation reads

$$C\frac{dT}{dt}=D-P(T).\tag{1}$$

A steady temperature $T_*$ must satisfy $P(T_*)=D$. To show that the plate goes there, differentiate the Planck factor. Since $dx/dT=-x/T$,

$$\frac{d}{dT}\frac{1}{e^x-1}=\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}
=\frac{1}{e^x-1}\,\frac{x}{T(1-e^{-x})},$$

so that

$$G(T)\equiv\frac{dP}{dT}=\int_{\lambda_1}^{\lambda_2}\pi B(\lambda,T)\,\frac{x}{T(1-e^{-x})}\,d\lambda>0.\tag{2}$$

$P$ thus rises steadily, from zero at $T=0$ without limit as $T$ grows, and it equals any given $D>0$ at one temperature. Above $T_*$ the right side of (1) is negative and the plate cools; below $T_*$ it is positive and the plate warms. A solution of (1) cannot cross the stationary solution $T=T_*$, so it is monotonic and bounded and has a limit. At that limit the right side must vanish, which makes the limit $T_*$. The plate therefore cools to $T_*$ provided that it starts warmer than $T_*$.

The rate of approach can be bounded. Using $x/T=x^2/a$, the derivative of the Planck factor can also be written as

$$\frac{1}{a}\,\frac{x^2e^x}{(e^x-1)^2}=\frac1a\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

The function $\sinh y/y=1+y^2/6+\dots$ has positive coefficients and increases with $y$. The bracket therefore grows as $x$ falls, that is, as $T$ rises, and $G$ increases with temperature. For a warm start at $T_0$, put $u=T-T_*>0$. The mean value theorem gives $P(T_*+u)-P(T_*)=G(T')u$ with $T'$ between $T_*$ and $T$, and (1) becomes $d\ln u/dt=-G(T')/C$. Because $G(T_*)\le G(T')\le G(T_0)$,

$$u_0e^{-G(T_0)t/C}\le u(t)\le u_0e^{-G(T_*)t/C}.\tag{3}$$

The lower bound is positive at every finite time, so $T_*$ is approached but not reached. For a start below $T_*$ the same argument applies with $G(T')\le G(T_*)$, and the deficit decays no faster than $e^{-G(T_*)t/C}$.

To evaluate $P$, change the variable from $\lambda$ to $x$ at fixed $T$. From $\lambda=hc/(xkT)$ one has $|d\lambda|=hc\,dx/(kTx^2)$, and

$$\pi B\,|d\lambda|=2\pi hc^2\left(\frac{xkT}{hc}\right)^5\frac{hc}{kTx^2}\,\frac{dx}{e^x-1}
=\frac{2\pi k^4T^4}{h^3c^2}\,\frac{x^3\,dx}{e^x-1}.$$

Expand $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$ and integrate each term by parts three times:

$$S(x)\equiv\int_x^\infty\frac{y^3\,dy}{e^y-1}=\sum_{n=1}^{\infty}e^{-nx}\left(\frac{x^3}{n}+\frac{3x^2}{n^2}+\frac{6x}{n^3}+\frac{6}{n^4}\right).$$

The longer wavelength has the smaller $x$. With $x_i=hc/(\lambda_ikT)$,

$$P(T)=\frac{2\pi k^4T^4}{h^3c^2}\,[S(x_2)-S(x_1)].\tag{4}$$

The downwelling requires a model of the sky. Take an isothermal, non-scattering atmosphere at the air temperature $T_a$, with the same vertical optical depth $\tau$ throughout the window and opaque outside it. A ray at zenith cosine $\mu$ crosses an optical path $\tau/\mu$. Solving the transfer equation along it, with space at $T_s$ behind the air, gives

$$I_{\rm sky}=(1-e^{-\tau/\mu})B(\lambda,T_a)+e^{-\tau/\mu}B(\lambda,T_s).$$

For $T_s=2.7$ K the second term contributes about $10^{-178}$ of the first in the example below, and it is dropped. Integration over the hemisphere, with $s=1/\mu$ in the exponential part, yields

$$D=\varepsilon P(T_a),\qquad
\varepsilon=2\int_0^1\mu(1-e^{-\tau/\mu})\,d\mu
=1-2\int_1^\infty\frac{e^{-\tau s}}{s^3}\,ds=1-2E_3(\tau).\tag{5}$$

For small $\tau$, replacing $1-e^{-\tau/\mu}$ by $\tau/\mu$ gives $\varepsilon\simeq2\tau$, twice the vertical emissivity, because slanted rays cross more air.

Now choose a window of 8–13 µm, $T_a=300$ K, $\tau=0.1$ and $C=2000$ J/(m² K). Equation (5) gives $\varepsilon=0.1674$, and (4) gives $P(T_a)=147.97$ W/m². Hence

$$D=0.16742\times147.965=24.77\ \text{W/m}^2,$$

and the initial net cooling is $147.965-24.772=123.193$ W/m². Solving $P(T_*)=D$ gives $T_*=216.4$ K, or −56.7 °C, which is 83.6 K below the air. Using the vertical emissivity $1-e^{-0.1}=0.0952$ for the whole hemisphere would give 198.5 K, too cold by 18 K within this model.

At the floor, $G(T_*)=0.720$ W/(m² K), against 2.332 W/(m² K) at 300 K. The final relaxation time is $C/G(T_*)=2000/0.7201=2777$ s. Integrating (1) in time, with the fluxes summed directly over directions and wavelengths, gives 229.9 K after 1 h, 217.3 K after 3 h and 216.4 K after 6 h for a start at 300 K. The excess after 1 h is 13.5 K, between the bounds 1.3 K and 22.9 K from (3). A plate started at 150 K warms to 186.0 K after 1 h and tends to the same 216.4 K.

The equality $P(T_*)=D$ does not hold wavelength by wavelength. Define the brightness temperature $\theta(\lambda)$ of the sky by $B(\lambda,\theta)=\varepsilon B(\lambda,T_a)$. Cancelling the common prefactor and inverting gives

$$e^{a/\theta}-1=\frac{e^{a/T_a}-1}{\varepsilon},\qquad
\theta(\lambda)=\frac{a}{\ln\left[1+(e^{a/T_a}-1)/\varepsilon\right]}.\tag{6}$$

To see how $\theta$ depends on wavelength, consider the ratio $r=B(\lambda,T)/B(\lambda,T_a)=(e^{a/T_a}-1)/(e^{a/T}-1)$ for $T<T_a$. Its logarithmic derivative is

$$\frac{d\ln r}{da}=\frac1a\left[g\!\left(\frac{a}{T_a}\right)-g\!\left(\frac aT\right)\right],\qquad g(x)=\frac{x}{1-e^{-x}}.$$

The derivative of $g$ has the sign of $1-e^{-x}(1+x)$, which is positive because $e^x>1+x$. Since $a/T_a<a/T$, the ratio $r$ falls with $a$ and so rises with $\lambda$. It also rises with $T$. The condition $r=\varepsilon$ must then be met at a lower temperature when $\lambda$ is longer: for a grey sky with $0<\varepsilon<1$, $\theta$ decreases with wavelength.

If $T\le\theta(\lambda_2)$, the plate emits less than it receives throughout the interior of the band; if $T\ge\theta(\lambda_1)$, it emits more. The floor therefore obeys

$$\theta(\lambda_2)<T_*<\theta(\lambda_1).\tag{7}$$

In the example these limits are 202.9 K and 231.2 K. At one wavelength, 10.41 µm, $\theta=T_*$. Below it the sky is brighter than the plate and supplies a net 2.51 W/m²; above it the plate loses the same amount. A steady spectral circulation of about 10% of the total emission remains when the net heat flow is zero.

Equation (6) also shows what happens under a very transparent sky. When $e^{a/T_a}\gg1$ it reduces to

$$\frac1\theta\simeq\frac1{T_a}+\frac1a\ln\frac1\varepsilon ,$$

so the inverse temperature of each bound in (7) grows only linearly with $\ln(1/\varepsilon)$, and the floor between the bounds falls slowly as the sky clears. Optical depths of 1, 0.1, 0.01 and 0.001 give floors of 285.0, 216.4, 160.4 and 124.9 K. The last tenfold reduction of the optical depth gains 35 K. In the opposite limit, $\varepsilon\to1$, equation (6) gives $\theta=T_a$ at every wavelength, and there is no cooling below the air.

With no downwelling at all, $P(T)=0$ has no positive solution and the temperature falls indefinitely, but slowly. For $T\ll a_2=hc/(\lambda_2k)$, the leading term of (4) is $P\simeq Ka_2^3\,T e^{-a_2/T}$ with $K=2\pi k^4/(h^3c^2)$. The time to reach $T$ is the integral of $C/P$ over temperature. It is dominated by its cold end, where $e^{a_2/T}$ changes by a factor $e$ over a temperature interval $T^2/a_2$. Multiplying $C/P$ by this interval gives

$$t\simeq\frac{C}{Ka_2^4}\,T\,e^{a_2/T}.$$

For a start at 300 K this estimate exceeds the full integral by 22% at 100 K and by 8% at 40 K. At leading order $T$ falls as $a_2/\ln t$, with $t$ measured in units of a fixed time. This cruder form converges slowly: with the unit $C/(Ka_2^3)$ it gives 131 K when the plate is at 100 K. This holds for constant $C$, which real solids do not have at low temperature, and for $T$ far above that of space.

The plate becomes colder than the air without violating the second law because the window connects it to a colder body. Of its isotropic emission, the air absorbs the fraction $\varepsilon$ and space receives $1-\varepsilon$. At steady state the net heat received from the air is

$$\varepsilon P(T_a)-\varepsilon P(T_*)=D-\varepsilon D=(1-\varepsilon)P(T_*),$$

which is the power sent to space, $0.8326\times24.77=20.6$ W/m². Heat passes from air at 300 K to the plate at 216 K and on to space, downhill at each stage.

The plate is ideal in the sense that its emissivity is exactly 1 inside the window and 0 outside, but this does not give it the lowest possible floor. For any in-band sky spectrum, define $\theta(\lambda)$ by equating $\pi B(\lambda,\theta)$ to the hemispherical spectral downwelling. Suppose emissivity is removed at those wavelengths where $\theta>T_*$. At $T_*$ they were supplying net heat, so the remaining band has a net loss at that temperature, and its own floor must be lower. With the grey sky held fixed, an emitter restricted to 12–13 µm settles at 205.4 K, 11 K below the full-window emitter. That the long-wave end is the best part of the window is a property of the grey sky. Water-vapour continuum absorption grows towards 13 µm. With $\tau\propto4.18+5578\,e^{-78.7/\lambda}$ ($\lambda$ in µm), scaled to the same mean of 0.1 so that it rises from 0.05 at 8 µm to 0.20 at 13 µm, the 12–13 µm emitter settles at 223 K, above the full-window floor of 215 K. The band to keep must be read from the actual $\theta(\lambda)$. The price is power: at $T_a$ every wavelength of the window carries a net loss, so each one removed reduces the initial cooling. Extra absorption in the sky raises the floor. Adding $0.5\exp\{-[(\lambda-9.6)/0.3]^2\}$ to the optical depth, with $\lambda$ in µm, brings the full-window floor to 227 K.

The two exclusions, of parasitic heat and of out-of-band emission, can now be given a size. Let the plate have emissivity $\delta$ outside the window, where the sky is black at $T_a$, and let a coefficient $h_p$ describe heat leaking in from the air. With $Q(T)=\sigma T^4-P(T)$ the out-of-band black emission, the steady balance is

$$P(T)-D=\delta[Q(T_a)-Q(T)]+h_p(T_a-T).$$

Write $T=T_*+s$. To first order in $\delta$ and $h_p$ the left side is $G(T_*)s$ and the right side may be evaluated at $T_*$, so

$$s\simeq\frac{\delta[Q(T_a)-Q(T_*)]+h_p(T_a-T_*)}{G(T_*)}.\tag{8}$$

Here the coefficients are 294 K per unit $\delta$ and 116 K per W/(m² K). The small $G$ of a cold emitter makes the floor fragile. For $\delta=0.01$ equation (8) predicts a rise of 2.9 K, and the full balance gives 2.8 K. With $h_p=0$, $\delta=0.1$ gives 236.5 K, and a black plate, $\delta=1$, stops at 277.5 K.

For larger leaks the linear estimate is too high. With $\delta=0$, the growth of $G$ with temperature gives $G(T_*)s\le h_p(T_a-T_*-s)$, hence

$$s\le\frac{h_p(T_a-T_*)}{G(T_*)+h_p}.$$

For $h_p=1$ W/(m² K) this bound is $83.6/1.720=48.6$ K; the full balance gives a rise of 40.7 K, to 257.1 K. Absorbed sunlight of flux $q$ likewise raises the floor by at most $q/G(T_*)$. For $q=10$ W/m², about 1% of strong sunlight, that limit is 14 K.

These parameters describe favourable conditions. The 8–13 µm band is close to the real atmospheric window, and the chosen heat capacity is that of a little under a millimetre of aluminium. An optical depth of 0.1 represents a dry, clear sky; humid air can be several times more opaque, and cloud can nearly close the window. At $\tau=1$ the model's depression is 15 K instead of 84 K. A plate exposed to moving air typically has $h_p$ of several W/(m² K), and since $h_p=1$ W/(m² K) alone halves the depression, a floor near 216 K requires $h_p$ far below 1 W/(m² K), which a vacuum around the plate can help to provide. Condensation and frost would add latent heat and alter the emissivity. The real atmosphere is also colder aloft and partly transparent at some wavelengths outside the window, which changes both $D$ and the penalty for out-of-band emission. For such a sky equation (1) still holds for the ideal plate, but $D$ must be computed from the actual in-band radiance instead of from (5).

## Values computed for the example and the checks

```
Window limits: 8.0 to 13.0 um
Air temperature: 300.0 K
Vertical optical depth: 0.100
Heat capacity per area: 2000 J/(m^2 K)
Hemispherical sky emissivity: 0.16742
Vertical sky emissivity: 0.09516
Floor if vertical value is used: 198.48 K
Window emission at air temperature: 147.965 W/m^2
Window downwelling: 24.772 W/m^2
Initial net cooling: 123.193 W/m^2
Space temperature used: 2.7 K
log10(space/downwelling): -178.0
Steady temperature T_star: 216.405 K
T_star in Celsius: -56.75 C
Depression below air: 83.595 K
Window emission at T_star: 24.772 W/m^2
Brightness temperature at 8 um: 231.16 K
Brightness temperature at 13 um: 202.87 K
Crossing wavelength: 10.414 um
Net gain below crossing: 2.5126 W/m^2
Net loss above crossing: 2.5126 W/m^2
Slope G at T_star: 0.7201 W/(m^2 K)
Slope G at air temperature: 2.3317 W/(m^2 K)
Final relaxation time: 2777 s
Cold start temperature: 150.0 K
After 1 h, warm / cold start: 229.880 / 185.998 K
  Warm excess, lower / actual / upper: 1.2572 / 13.4747 / 22.8684 K
After 3 h, warm / cold start: 217.297 / 213.292 K
  Warm excess, lower / actual / upper: 0.0003 / 0.8923 / 1.7114 K
After 6 h, warm / cold start: 216.423 / 216.339 K
  Warm excess, lower / actual / upper: 0.0000 / 0.0181 / 0.0350 K
Long-time value, warm start: 216.405 K
Long-time value, cold start: 216.405 K
Optical depth 0.001: emissivity 0.00199, floor 124.93 K
Optical depth 0.010: emissivity 0.01945, floor 160.40 K
Optical depth 0.100: emissivity 0.16742, floor 216.40 K
Optical depth 1.000: emissivity 0.78062, floor 285.02 K
Floor of a 12 to 13 um emitter: 205.37 K
Sky bump centre / width: 9.6 / 0.3 um
Sky bump added optical depth: 0.50
Floor with sky bump: 227.05 K
Leak sensitivity: 294.04 K per unit delta
Parasitic sensitivity: 116.08 K per W/(m^2 K)
Out-of-band emissivity 0.01: floor 219.20 K
Out-of-band emissivity 0.10: floor 236.50 K
Out-of-band emissivity 1.00: floor 277.47 K
Parasitic coefficient 0.1 W/(m^2 K): floor 225.79 K
Parasitic coefficient 1.0 W/(m^2 K): floor 257.06 K
```
